The binary thermodynamic factor as a curvature of the Gibbs energy, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Gibbs energy to the activity

### What goes wrong without the result

Diffusion in a binary solution of A and B is driven by differences in chemical potential, but profiles are measured and calculated as compositions. The conversion needs to know how strongly the activity of a component responds to its mole fraction. A thermodynamic model of the solution usually supplies something else, a Gibbs energy as a function of composition. Without a reliable link between the two, the conversion goes wrong in definite ways.

One way is to treat the solution as ideal. In the model solution worked out below, with 30 % of B at 1000 K, this overestimates the driving force on B by a factor of 6.6. Another way is to notice that the second derivative of the Gibbs energy must matter, and to take it for the derivative of the chemical potential of B. The response factor then comes out as 0.216, where the correct value is 0.151. The same reasoning applied to A gives 0.505. Two components of one solution would seem to have different factors, and neither would be right.

The correct link contains the product of both mole fractions. It is derived here twice, first by differentiating a Gibbs energy with respect to amounts of substance, then from the work of adding and exchanging atoms.

### Definitions and conditions

Let n_A and n_B be the amounts of A and B in moles, n = n_A + n_B the total amount, and

x = n_B/n

the mole fraction of B, with 0 < x < 1. The mole fraction of A is 1 − x. Temperature T and pressure p are held fixed in every derivative below. A prime means differentiation with respect to x under these conditions.

The solution is a single homogeneous phase, and A and B are its only independent components. If the phase is a crystal with vacancies, their number is taken to have relaxed to equilibrium, so that it is fixed by T, p and x and is not a further variable.

The activity a_B is defined through the chemical potential μ_B:

μ_B = μ_B° + RT ln a_B.

R is the gas constant, and μ_B° is the chemical potential in a chosen reference state, which may depend on T and p but not on x. The activity coefficient γ_B is defined by a_B = γ_B x. The thermodynamic factor is the logarithmic response of the activity to the mole fraction:

Φ = d ln a_B / d ln x.

Since ln a_B = ln γ_B + ln x, this is the same as

Φ = 1 + d ln γ_B / d ln x.

Φ has no unit. If the activity coefficient does not vary with composition, Φ = 1. To bring in the chemical potential, use d ln x = dx/x, which gives

Φ = x d ln a_B/dx.

Differentiating the definition of the activity gives μ_B′ = RT d ln a_B/dx, because μ_B° is constant. Therefore

Φ = (x/RT) μ_B′.   (1)

The reference state has dropped out. What remains is to express μ_B′ through the Gibbs energy.

### The chemical potential from an extensive Gibbs energy

The first derivation assumes that the total Gibbs energy is extensive: doubling both amounts at fixed T and p doubles it. It can then be written as

G_tot(n_A, n_B) = n G(x),   (2)

where G(x) is the Gibbs energy per mole of atoms. This leaves out surface energy, which grows more slowly than the amount of material, and long-range elastic energy, which depends on the shape and arrangement of the regions. G is assumed to be twice differentiable.

The chemical potential of B is the derivative of G_tot with respect to n_B at fixed n_A. Both factors in (2) change when B is added. The first changes at the rate ∂n/∂n_B = 1. For the second, the quotient rule gives

∂x/∂n_B = (n·1 − n_B·1)/n² = (n − n_B)/n² = (1 − x)/n.   (3)

The product rule and the chain rule now give

μ_B = G + n G′ (1 − x)/n = G + (1 − x)G′.   (4)

For A, the amount n_B is fixed and only the denominator of x changes:

∂x/∂n_A = −n_B/n² = −x/n.   (5)

Hence

μ_A = G + n G′ (−x/n) = G − xG′.   (6)

These two formulas have a geometrical reading. The tangent to the curve G at composition x has the height G + (y − x)G′ at any other composition y. At y = 1 this is μ_B, and at y = 0 it is μ_A. The chemical potentials are the intercepts of the tangent with the two pure-component axes.

Subtracting (6) from (4) gives

μ_B − μ_A = G′.   (7)

The slope of G is thus the difference of the two potentials and not either one alone. This is the origin of the wrong factors in the opening: G″ is the derivative of μ_B − μ_A, and part of it belongs to A.

### The identity

Differentiate (4) with respect to x. The first term gives G′. The second is a product, and its derivative is −G′ + (1 − x)G″. Together,

μ_B′ = G′ − G′ + (1 − x)G″ = (1 − x)G″.   (8)

The slope cancels. As x increases, the point of tangency rises or falls with the slope G′, but the distance from it to the pure-B axis shrinks, and the two effects compensate to first order. Only the turning of the tangent moves its intercept, and it does so in proportion to the remaining distance 1 − x.

Insert (8) into (1):

Φ = x(1 − x) G″/(RT).   (9)

This is the identity to be shown. Of the two mole fractions, x comes from the logarithmic derivative in the definition of Φ, and 1 − x from the change of μ_B as the tangent turns.

The same calculation for A starts from Φ_A = d ln a_A/d ln(1 − x). Since d ln(1 − x) = −dx/(1 − x),

Φ_A = −((1 − x)/RT) μ_A′.

From (6), μ_A′ = G′ − G′ − xG″ = −xG″. The two minus signs cancel, and

Φ_A = x(1 − x)G″/(RT) = Φ.

One factor therefore serves both components, even where their activity coefficients differ greatly.

The phrase "per mole of atoms" matters. If the Gibbs energy is quoted per mole of a unit containing ν atoms of A and B together, with ν fixed, that quantity is νG, and its second derivative must be divided by ν before it enters (9). Atoms on a separate sublattice that take no part in the mixing, such as the oxygen in an oxide (A,B)O, are not counted in ν.

### Ideal mixing, excess energy and the dilute limits

Write the Gibbs energy as the sum of a linear part, ideal mixing and an excess G_ex:

G = (1 − x)G_A + xG_B + RT[x ln x + (1 − x) ln(1 − x)] + G_ex,

where G_A and G_B are the values for pure A and pure B in the same phase. The linear part has no curvature, so G_A and G_B do not affect Φ. The first derivative of the square bracket is

ln x + 1 − ln(1 − x) − 1 = ln x − ln(1 − x),

and its second derivative is

1/x + 1/(1 − x) = 1/[x(1 − x)].

Multiplied by RT and inserted into (9), this contributes 1. Hence

Φ = 1 + x(1 − x)G_ex″/(RT).   (10)

An ideal solution has a strongly curved Gibbs energy near the pure ends, yet its factor is 1 at every composition. The prefactor x(1 − x) removes just this ideal curvature. A positive G_ex″ raises Φ above 1, and a negative one lowers it.

At the pure ends Φ tends to 1 if x(1 − x)G_ex″ tends to zero there, as it does for any excess energy with a bounded second derivative. The condition is not empty. Suppose that a_B is proportional to x^m near x = 0, with m different from 1. The definition then gives Φ = m in that limit, and (10) shows that G_ex″ must grow as (m − 1)RT/x. A factor different from 1 at infinite dilution thus signals a singular excess energy, for example because the chosen component does not enter the solution as the particle that is being counted.

### What the factor does in diffusion

Over a small composition difference Δx, equation (1) gives to leading order

Δμ_B = RTΦ Δx/x.   (11)

For an ideal solution the same expression holds with Φ = 1. The thermodynamic factor is therefore the ratio of the real to the ideal driving force at the same composition gradient.

Suppose that B drifts relative to the crystal lattice with a velocity −M_B ∇μ_B, where M_B is its mobility, and that the gradient of μ_A causes no drift of B. Let the volume V_m per mole of atoms be constant, so that the concentration of B is c_B = x/V_m. The flux is

J_B = −c_B M_B ∇μ_B = −(x/V_m) M_B (RTΦ/x) ∇x = −M_B RTΦ ∇c_B.

The mole fraction x cancels, and the diffusion coefficient of B in the lattice frame is D_B = M_B RTΦ. In the same way D_A = M_A RTΦ. The mobilities may themselves depend on composition; Φ accounts for the thermodynamic part alone.

For interdiffusion the fluxes are counted in a frame in which the total flux of atoms vanishes. The lattice moves in this frame with a velocity v that satisfies J_A + J_B + v/V_m = 0. The flux of B becomes

J_B + c_B v = J_B − x(J_A + J_B) = (1 − x)J_B − xJ_A.

Because c_A + c_B is constant, ∇c_A = −∇c_B and J_A = +D_A ∇c_B. The flux is then −[(1 − x)D_B + xD_A]∇c_B, and the interdiffusion coefficient is

D = (1 − x)D_B + xD_A = RTΦ[(1 − x)M_B + xM_A].

Φ can be taken outside the bracket because it is the same for A and B.

### A model solution at 1000 K

Take the excess energy

G_ex = x(1 − x)[L0 + L1(1 − 2x)],

with L0 = 12000 J/mol and L1 = 4000 J/mol, both independent of temperature. These are round model parameters and describe no particular material. The pure components have G_A = −40000 J/mol and G_B = −55000 J/mol. Multiplying out,

G_ex = L0(x − x²) + L1(x − 3x² + 2x³),
G_ex′ = L0(1 − 2x) + L1(1 − 6x + 6x²),
G_ex″ = −2L0 − 6L1(1 − 2x).

At T = 1000 K, RT = 8314.46 J/mol. At x = 0.30 the ideal part of the curvature is 8314.46/0.21 = 39592.68 J/mol, and the excess part is −24000 − 9600 = −33600 J/mol. The sum is

G″ = 5992.68 J/mol.

The positive remainder is small because two large terms nearly cancel. The factor is

Φ = 0.21 × 5992.68/8314.46 = 0.1514.

The chemical potentials follow from G = −46723.01 J/mol and G′ = −18284.83 J/mol:

μ_B = −46723.01 + 0.7 × (−18284.83) = −59522.39 J/mol,
μ_A = −46723.01 − 0.3 × (−18284.83) = −41237.56 J/mol.

With pure B as the reference state, ln a_B = (−59522.39 + 55000)/8314.46 = −0.5439. This gives a_B = 0.5805 and γ_B = 0.5805/0.30 = 1.935. The activity exceeds the mole fraction, while its logarithmic response d ln a_B/d ln x is only 15 % of the ideal one; the slope da_B/dx = γ_BΦ is 0.29, against 1 for an ideal solution. At one composition the level of the activity and its response are separate pieces of information; the level is fixed only by the values of Φ over the whole range from x to pure B.

Now compare x = 0.29 with x = 0.31, so that Δx = 0.02. Equation (11) gives

Δμ_B = 8314.46 × 0.15136 × 0.02/0.30 = 83.90 J/mol.

The direct difference of the two chemical potentials is 84.07 J/mol. The estimate is low by 0.2 % of the direct value, and the next term of the Taylor series accounts for this. With h = 0.01, the difference taken symmetrically about x is 2hμ_B′ + h³μ_B‴/3 plus higher orders. From (8),

μ_B′ = RT/x − (1 − x)[2L0 + 6L1(1 − 2x)].

Because 6L1 = 2L0 for these parameters, the square bracket equals 48000(1 − x) J/mol. The second term is then −48000(1 − x)² J/mol, and its second derivative is −96000 J/mol. Thus

μ_B‴ = 2RT/x³ − 96000 J/mol = 5.20 × 10⁵ J/mol,

and h³μ_B‴/3 = 0.17 J/mol, which is the discrepancy. An ideal solution would give 554.5 J/mol over the same interval, 6.6 times the direct value.

## Second half: from the work of exchanging atoms

### Symbols and results carried over

The solution contains n_A moles of A and n_B moles of B, n in total, and x = n_B/n is the mole fraction of B. A prime is a derivative with respect to x at fixed temperature T and pressure p. G(x) is the Gibbs energy per mole of atoms, and μ_A and μ_B are the chemical potentials. The thermodynamic factor Φ = d ln a_B/d ln x satisfies

Φ = (x/RT) μ_B′,

and the corresponding expression for A is

Φ_A = −((1 − x)/RT) μ_A′.

Both follow from the definition of activity alone. The mole fraction changes with the amounts according to

∂x/∂n_B = (1 − x)/n,  ∂x/∂n_A = −x/n.

The first half assumed an extensive Gibbs energy and obtained Φ = Φ_A = x(1 − x)G″/(RT). That result is not used in the derivation that follows. The model solution of the first half, with L0 = 12000 J/mol and L1 = 4000 J/mol, is taken up again afterwards. At x = 0.30 and 1000 K it has G″ = 5992.68 J/mol and Φ = 0.1514.

### Chemical potentials as work

This time the chemical potentials are the starting point. At fixed T and p, μ_B dn_B is the reversible work, apart from the work against the pressure, needed to add dn_B moles of B to the solution, and μ_A dn_A is the work for A. Two things are assumed about them.

First, the potentials are intensive: in a homogeneous solution they depend on x but not on the size of the sample. They are also differentiable.

Secondly, the work is the change of a state function. If atoms are added and removed so that the solution returns to its original amounts, the total work is zero. Otherwise a repeated cycle at constant temperature and pressure would deliver work without limit.

Apply the second assumption to a small cycle of four steps:

So far, an extensive Gibbs energy has given Φ = x(1 − x)G″/(RT), the same factor for A and B. It remains to carry out the four-step cycle, in which A and B are added in turn and then removed in the same order, to derive the identity again from the work, and to examine stability, a finite ring of atoms and what each derivation assumes.
